# Kibble's cubic boundary in three crossed channels and its Compton factorization: a numerical check

```python
"""Kibble boundary of two-body scattering and its Compton factorization.

Result under test: with all legs incoming, p1+p2+p3+p4 = 0, and
  s=(p1+p2)^2, t=(p1+p3)^2, u=(p1+p4)^2, x_i=m_i^2,
four times the Gram determinant of p1,p2,p3 is the cubic
  Phi = s t u - s(x1-x3)(x2-x4) - t(x1-x2)(x3-x4)
        - (x1 x4-x2 x3)(x1+x4-x2-x3).
A scattering channel is physical where Phi >= 0 and its invariant is
above threshold. For masses (m,0,m,0), Phi = t (s u - m^4).
Momenta are (E/c^2, p/c) in atomic units, so p^2 = m^2 and m = 1
for the electron; w is a photon energy divided by c^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as constants
from scipy.optimize import brentq

# Symbolic Gram determinant from scalar products
x1, x2, x3, x4, s, t = sp.symbols("x1 x2 x3 x4 s t")
K = x1 + x2 + x3 + x4
u = K - s - t
d12, d13, d23 = (s-x1-x2)/2, (t-x1-x3)/2, (u-x2-x3)/2
gram = sp.Matrix([[x1, d12, d13], [d12, x2, d23], [d13, d23, x3]])
phi_gram = sp.expand(4*gram.det())


def kibble(s, t, u, x):
    a, b, c, d = x
    return (s*t*u - s*(a-c)*(b-d) - t*(a-b)*(c-d)
            - (a*d-b*c)*(a+d-b-c))


def kallen(a, b, c):
    return (a-b-c)**2 - 4*b*c


assert sp.expand(phi_gram - kibble(s, t, u, (x1, x2, x3, x4))) == 0
ka = (x1*x2-x3*x4)*(x1+x2-x3-x4)
kb = (x1*x3-x2*x4)*(x1+x3-x2-x4)
kc = (x1*x4-x2*x3)*(x1+x4-x2-x3)
assert sp.expand(K*(phi_gram-s*t*u) + ka*s + kb*t + kc*u) == 0
angle_term = s*(t-u) + (x1-x2)*(x3-x4)
assert sp.expand(4*s*phi_gram - kallen(s, x1, x2)*kallen(s, x3, x4)
                 + angle_term**2) == 0

# Compton masses: factorization and tangency of the two curves
m = sp.symbols("m", positive=True)
compton = sp.expand(phi_gram.subs({x1: m**2, x2: 0, x3: m**2, x4: 0}))
u_c = 2*m**2 - s - t
assert sp.expand(compton - t*(s*u_c - m**4)) == 0
cofactor = sp.cancel(compton/t)
assert sp.expand(cofactor.subs(t, 0) + (s-m**2)**2) == 0


def square(p):
    return p[0]**2 - p[1:] @ p[1:]


def invariants(p):
    return tuple(square(p[0]+p[j]) for j in (1, 2, 3))


def event(mass, partner, total, z):
    """Centre-of-mass event: legs 0 and partner in, the others out."""
    c, d = [j for j in (1, 2, 3) if j != partner]
    ma, mb, mc, md = (mass[j] for j in (0, partner, c, d))
    k = np.sqrt(max(kallen(total**2, ma**2, mb**2), 0))/(2*total)
    q = np.sqrt(max(kallen(total**2, mc**2, md**2), 0))/(2*total)
    side = np.sqrt(max(1-z*z, 0))
    p = np.zeros((4, 4))
    p[0] = [np.hypot(k, ma), 0, 0, k]
    p[partner] = [np.hypot(k, mb), 0, 0, -k]
    p[c] = [-np.hypot(q, mc), -q*side, 0, -q*z]
    p[d] = [-np.hypot(q, md), q*side, 0, q*z]
    return p, k, q


def thresholds(mass):
    a, b, c, d = mass
    return (max(a+b, c+d)**2, max(a+c, b+d)**2, max(a+d, b+c)**2)


rng = np.random.default_rng(12)
general = (3.0, 1.0, 2.0, 1.5)
electron_photon = (1.0, 0.0, 1.0, 0.0)

# Explicit momenta in every channel, including the edges z = -1, 1
for mass in (general, electron_photon):
    x = np.array(mass)**2
    for partner in (1, 2, 3):
        base = np.sqrt(thresholds(mass)[partner-1])
        for z in np.r_[-1, 1, rng.uniform(-0.99, 0.99, 40)]:
            total = base*(1.05+2*rng.random())
            p, k, q = event(mass, partner, total, z)
            assert np.allclose(p.sum(axis=0), 0, atol=1e-12)
            value = kibble(*invariants(p), x)
            expected = 4*total**2*k*k*q*q*(1-z*z)
            assert abs(value-expected) < 1e-11*total**6


def numeric_gram(sv, tv, x):
    sv, tv = np.asarray(sv, float), np.asarray(tv, float)
    uv = sum(x) - sv - tv
    g = np.empty(sv.shape + (3, 3))
    for i in range(3):
        g[..., i, i] = x[i]
    for i, j, v in ((0, 1, sv), (0, 2, tv), (1, 2, uv)):
        g[..., i, j] = g[..., j, i] = (v-x[i]-x[j])/2
    return g


def census(mass, low, high):
    """Real momenta exist where the signature is one plus, two minus."""
    x = np.array(mass)**2
    sv, tv = rng.uniform(low, high, (2, 20000))
    uv = x.sum() - sv - tv
    positive = (np.linalg.eigvalsh(numeric_gram(sv, tv, x)) > 0).sum(-1)
    det_positive = kibble(sv, tv, uv, x) > 0
    ts, tt, tu = thresholds(mass)
    open_channel = (sv >= ts) | (tv >= tt) | (uv >= tu)
    real = det_positive & (positive == 1)
    assert np.array_equal(real, det_positive & open_channel)
    for channel in (sv >= ts, tv >= tt, uv >= tu):
        assert np.any(real & channel)
    inner = det_positive & ~open_channel
    assert np.all(positive[inner] == 3)
    return inner.sum()


assert census(general, -40, 60) > 0
assert census(electron_photon, -6, 8) == 0

# Positive cubic below all thresholds: unphysical point and decay point
centre_eigs = np.linalg.eigvalsh(numeric_gram(4/3, 4/3, np.ones(4)))
centre_phi = kibble(4/3, 4/3, 4/3, np.ones(4))
assert centre_phi > 0 and np.all(centre_eigs > 0)
decay_x = np.array([25.0, 1, 1, 1])
third = decay_x.sum()/3
decay_eigs = np.linalg.eigvalsh(numeric_gram(third, third, decay_x))
assert kibble(third, third, third, decay_x) > 0
assert (decay_eigs > 0).sum() == 1
assert third < min(thresholds((5, 1, 1, 1)))

# Units
hartree = constants["Hartree energy in eV"][0]
bohr = constants["Bohr radius"][0]*1e10
c = constants["inverse fine-structure constant"][0]
rest = hartree*c*c
sq = rest**2/1e10


def show(label, value, unit, digits=4):
    print(f"{label}: {round(float(value), digits)+0.0:.{digits}f} {unit}")


E2 = "10^10 eV^2"
print("COMPTON CHANNEL, electron initially at rest")
photon = 200000.0
w = photon/rest
show("electron rest energy", rest, "eV", 2)
show("incident photon energy", photon, "eV", 1)
show("incident wavelength", 2*np.pi/(c*w)*bohr, "angstrom", 6)
s_value = 1 + 2*w
show("m^2", sq, E2)
show("s", s_value*sq, E2)
for degrees in (0, 60, 180):
    angle = np.radians(degrees)
    cosine = np.cos(angle)
    direction = np.array([np.sin(angle), 0, cosine])

    def energy_excess(v):
        recoil = np.array([0, 0, w]) - v*direction
        return 1 + w - v - np.sqrt(1 + recoil @ recoil)

    w_out = brentq(energy_excess, 0, 2*w, xtol=1e-15, rtol=1e-15)
    p = np.zeros((4, 4))
    p[0, 0] = 1
    p[1] = [w, 0, 0, w]
    p[3] = -w_out*np.r_[1, direction]
    p[2] = -(p[0]+p[1]+p[3])
    sv, tv, uv = invariants(p)
    shift = 2*np.pi/c*(1/w_out-1/w)
    assert abs(sv-s_value) < 1e-12
    assert abs(tv + 2*w*w_out*(1-cosine)) < 1e-12
    assert abs(sv*uv-1 + 2*w*w_out*(1+cosine)) < 1e-12
    assert abs(shift-2*np.pi/c*(1-cosine)) < 1e-12
    print(f"scattering angle: {degrees} degrees")
    show("  scattered photon energy", w_out*rest, "eV", 1)
    show("  wavelength shift", shift*bohr, "angstrom", 6)
    show("  t", tv*sq, E2)
    show("  u", uv*sq, E2)
    show("  s u/m^4", sv*uv, "(dimensionless)", 6)
    show("  Phi/m^6", kibble(sv, tv, uv, (1, 0, 1, 0)),
         "(dimensionless)", 6)
t_low = -(s_value-1)**2/s_value
assert abs(t_low-tv) < 1e-12
show("lower t limit from the boundary", t_low*sq, E2)

print("ANNIHILATION CHANNEL, centre-of-mass frame")
lepton = 600000.0
total = 2*lepton/rest
t_value = total**2
s_limits = np.sort(np.roots([1, t_value-2, 1]).real)
edges = [invariants(event(electron_photon, 2, total, z)[0])
         for z in (-1, 1)]
assert np.allclose(s_limits, sorted(e[0] for e in edges), atol=1e-11)
side = invariants(event(electron_photon, 2, total, 0)[0])
show("energy of each lepton", lepton, "eV", 1)
show("threshold 4 m^2", 4*sq, E2)
show("t", t_value*sq, E2)
show("lower s limit", s_limits[0]*sq, E2)
show("upper s limit", s_limits[1]*sq, E2)
show("s = u at 90 degrees", side[0]*sq, E2)
show("s u/m^4 at 90 degrees", side[0]*side[2], "(dimensionless)", 6)

print("UNEQUAL-MASS MODEL, s channel")
for number, value in enumerate(general, 1):
    show(f"rest energy of leg {number}", value*1e5, "eV", 1)
model_total = 8.0
subs = {s: 64, x1: 9, x2: 1, x3: 4, x4: sp.Rational(9, 4)}
roots = sorted(float(r) for r in
               sp.Poly(phi_gram.subs(subs), t).nroots())
built = sorted(invariants(event(general, 1, model_total, z)[0])[1]
               for z in (-1, 1))
assert np.allclose(roots, built, atol=1e-11)
show("total centre-of-mass energy", model_total*1e5, "eV", 1)
show("s", model_total**2, E2)
show("s threshold", thresholds(general)[0], E2)
show("lower t root of the cubic", roots[0], E2)
show("upper t root of the cubic", roots[1], E2)

print("EQUAL MASSES, s=t=u=4m^2/3")
show("Phi/m^6", centre_phi, "(dimensionless)", 6)
for number, value in enumerate(centre_eigs, 1):
    show(f"Gram eigenvalue {number}/m^2", value, "(dimensionless)", 6)
print("tests ok")
```

Running it gives:

```
COMPTON CHANNEL, electron initially at rest
electron rest energy: 510998.95 eV
incident photon energy: 200000.0 eV
incident wavelength: 0.061992 angstrom
m^2: 26.1120 10^10 eV^2
s: 46.5520 10^10 eV^2
scattering angle: 0 degrees
  scattered photon energy: 200000.0 eV
  wavelength shift: 0.000000 angstrom
  t: 0.0000 10^10 eV^2
  u: 5.6720 10^10 eV^2
  s u/m^4: 0.387255 (dimensionless)
  Phi/m^6: 0.000000 (dimensionless)
scattering angle: 60 degrees
  scattered photon energy: 167266.7 eV
  wavelength shift: 0.012132 angstrom
  t: -3.3453 10^10 eV^2
  u: 9.0174 10^10 eV^2
  s u/m^4: 0.615655 (dimensionless)
  Phi/m^6: 0.049240 (dimensionless)
scattering angle: 180 degrees
  scattered photon energy: 112184.3 eV
  wavelength shift: 0.048526 angstrom
  t: -8.9747 10^10 eV^2
  u: 14.6468 10^10 eV^2
  s u/m^4: 1.000000 (dimensionless)
  Phi/m^6: 0.000000 (dimensionless)
lower t limit from the boundary: -8.9747 10^10 eV^2
ANNIHILATION CHANNEL, centre-of-mass frame
energy of each lepton: 600000.0 eV
threshold 4 m^2: 104.4480 10^10 eV^2
t: 144.0000 10^10 eV^2
lower s limit: -83.6222 10^10 eV^2
upper s limit: -8.1538 10^10 eV^2
s = u at 90 degrees: -45.8880 10^10 eV^2
s u/m^4 at 90 degrees: 3.088292 (dimensionless)
UNEQUAL-MASS MODEL, s channel
rest energy of leg 1: 300000.0 eV
rest energy of leg 2: 100000.0 eV
rest energy of leg 3: 200000.0 eV
rest energy of leg 4: 150000.0 eV
total centre-of-mass energy: 800000.0 eV
s: 64.0000 10^10 eV^2
s threshold: 16.0000 10^10 eV^2
lower t root of the cubic: -48.0658 10^10 eV^2
upper t root of the cubic: 0.0970 10^10 eV^2
EQUAL MASSES, s=t=u=4m^2/3
Phi/m^6: 2.370370 (dimensionless)
Gram eigenvalue 1/m^2: 0.333333 (dimensionless)
Gram eigenvalue 2/m^2: 1.333333 (dimensionless)
Gram eigenvalue 3/m^2: 1.333333 (dimensionless)
tests ok
```
